# Foster-to-Cauer conversion of thermal impedance and its sensitivity to near-cancelling poles

## Result

Let the temperature rise of a power transistor above a fixed ambient temperature respond linearly to the dissipated power, with one heat source at the junction. Its thermal impedance $Z(s)$ is the Laplace transform of the junction temperature rise divided by that of the power. A Foster fit to the measured response has the form

$$Z(s)=\sum_{i=1}^{n}\frac{R_i}{1+s\tau_i},\qquad R_i>0,\quad \tau_i>0\ \text{distinct}. \tag{1}$$

This function is the input impedance of one and only one $n$-cell Cauer ladder with positive elements. From the junction onward, the ladder has a heat capacity $c_1$ to ambient, a series resistance $r_1$, a capacity $c_2$, and so on, until $r_n$ ends at ambient. Its last cell follows directly from the Foster data:

$$\frac1{r_n}=\sum_i a_i,\qquad \frac1{r_nc_n}=\frac{\sum_i a_i/\tau_i}{\sum_i a_i},\qquad a_i=\frac1{R_i}\prod_{j\ne i}\left(\frac{\tau_i}{\tau_i-\tau_j}\right)^2. \tag{2}$$

If two time constants approach each other, or one $R_i$ tends to zero, a pole of $Z$ approaches a zero. Some $a_i$ then grows without bound, so $r_n\to0$ and $c_n\to\infty$. How close the approach must be depends on the other time constants: a near cancellation among the fast terms can leave $r_n$ at an ordinary size. When $r_n$ is very small, continued-fraction division of rounded polynomials can lose the last cell completely while still reproducing $Z$.

## Why the ladder exists

Put $p_i=1/\tau_i$ and $w_i=R_i/\tau_i$, so that $Z=\sum_i w_i/(s+p_i)$. On the real axis $Z'=-\sum_i w_i/(s+p_i)^2<0$. Between neighbouring poles $Z$ therefore falls from $+\infty$ to $-\infty$ and has one simple zero. This gives $n-1$ zeros $-z_i$, which is all of them, since the numerator has degree $n-1$.

At large $s$, $Z\approx(\sum_i w_i)/s$. Hence $1/Z$ grows as $c_1s$ with $c_1=1/\sum_i w_i$. At $-z_i$ it has the residue $1/Z'(-z_i)=-h_i<0$. Thus

$$Y\equiv\frac1Z-sc_1=g-\sum_{i=1}^{n-1}\frac{h_i}{s+z_i}.$$

Between its poles $Y$ rises, because $Y'=\sum_i h_i/(s+z_i)^2$. At $s=0$ it equals $1/\sum_iR_i>0$, so its limit $g$ at $s\to\infty$ is positive too. Set $r_1=1/g$.

The zeros of $Y$ are the poles of $1/Y$. One lies in each of the $n-2$ gaps between the $-z_i$, and one lies between the rightmost $-z_i$ and the origin. To the left of all $-z_i$, $Y$ exceeds $g$ and has no zero. The $n-1$ zeros are negative, and $1/Y$ has positive residues $1/Y'$ there. So $1/Y-r_1$ is a Foster sum with $n-1$ positive terms, and the argument repeats until nothing is left. At each step the behaviour at large $s$ fixes $c$ and $r$, which makes the ladder unique.

A negative $R_i$, possible for the response at a point away from the source, lies outside this proof. So does a thermal conductivity that changes appreciably during the transient.

## The division algorithm

Write $Z=N/D$ with

$$D=\prod_i(1+s\tau_i),\qquad N=\sum_iR_i\prod_{j\ne i}(1+s\tau_j).$$

All coefficients are sums of positive products, so forming them involves no cancellation. Let $\ell(\cdot)$ denote the leading coefficient. One cell takes two divisions:

$$c=\frac{\ell(D)}{\ell(N)},\quad D\leftarrow D-scN;\qquad r=\frac{\ell(N)}{\ell(D)},\quad N\leftarrow N-rD. \tag{3}$$

The first division subtracts $sc$ from $D/N$ and removes the highest power of $D$. The second subtracts $r$ from $N/D$ and removes the highest power of $N$.

The constant terms show where accuracy is lost. Since $scN$ has no constant term, $D(0)=1$ throughout. Therefore $N(0)$, which starts at $\sum_iR_i$, decreases by $r$ in each cell. Before the last cell $N$ is a constant $N_0$ and $D=1+D_1s$, so

$$r_n=N_0=\sum_iR_i-\sum_{k<n}r_k,\qquad c_n=\frac{D_1}{N_0},\qquad r_nc_n=D_1. \tag{4}$$

A small $r_n$ is what remains after subtracting numbers of ordinary size.

Two terms show this openly. With $L=R_1\tau_2+R_2\tau_1$, the first capacity is $c_1=\tau_1\tau_2/L$. The new linear coefficient of $D$ is

$$\tau_1+\tau_2-\frac{\tau_1\tau_2(R_1+R_2)}{L}=\frac QL,\qquad Q=R_2\tau_1^2+R_1\tau_2^2.$$

Hence $r_1=L/(Q/L)=L^2/Q$, and

$$r_2=R_1+R_2-\frac{L^2}{Q}=\frac{(R_1+R_2)Q-L^2}{Q}=\frac{R_1R_2(\tau_1-\tau_2)^2}{Q}.$$

In the last step the terms $R_2^2\tau_1^2$ and $R_1^2\tau_2^2$ cancel. The difference of two finite resistances is quadratic in the gap.

## Derivation of the last cell

The node temperatures obey $C\dot T=-KT+Pe_1$. Here $P$ is the power, $e_1$ selects the junction, $C$ is the diagonal matrix of capacities and $K$ is the symmetric tridiagonal conductance matrix. Choose modes with $K\phi_i=p_iC\phi_i$ and $\phi_i^TC\phi_j=\delta_{ij}$. Then

$$(sC+K)^{-1}=\sum_i\frac{\phi_i\phi_i^T}{s+p_i},\qquad \sum_i\phi_i\phi_i^T=C^{-1}.$$

The junction element of the first relation is $Z$, so $\phi_i(1)^2=R_i/\tau_i$. The last diagonal element of the second gives $\sum_i\phi_i(n)^2=1/c_n$. If unit power enters node $n$ steadily, it all leaves through $r_n$, which gives $\sum_i\phi_i(n)^2\tau_i=r_n$.

Now heat the junction and observe node $n$. The required element of the inverse is a cofactor divided by $\det(sC+K)$. Deleting the first row and last column leaves a triangular matrix whose diagonal entries are the couplings $-1/r_k$, so the cofactor does not depend on $s$. The determinant is proportional to $\prod_j(1+s\tau_j)$. At $s=0$ all the heat again passes $r_n$, so the transfer impedance is $r_n/\prod_j(1+s\tau_j)$. Its residue at $s=-1/\tau_i$ is

$$\phi_i(1)\phi_i(n)=\frac{r_n}{\tau_i}\prod_{j\ne i}\frac{\tau_i}{\tau_i-\tau_j}.$$

Squaring and dividing by $\phi_i(1)^2=R_i/\tau_i$ gives $\phi_i(n)^2=r_n^2a_i/\tau_i$. Inserting this in the two sums yields $r_n=r_n^2\sum_ia_i$ and $1/c_n=r_n^2\sum_ia_i/\tau_i$, which are equations (2). The $a_i$ are positive, so their sum has no cancellation. The differences in (2) are between input numbers, not between results of earlier divisions.

## Two kinds of near cancellation

**A close pair.** Let $\tau_b=\tau_a(1+\delta)$ with $|\delta|\ll1$. When the pair dominates the sum in (2),

$$r_n\approx\delta^2\frac{R_aR_b}{R_a+R_b}\prod_{j\ne a,b}\left(1-\frac{\tau_j}{\tau_a}\right)^2,\qquad r_nc_n\to\tau_a. \tag{5}$$

Thus $c_n$ grows as $\delta^{-2}$. The product shows that $\delta$ alone does not decide whether $r_n$ is small: a term ten times slower than the pair contributes a factor $(1-10)^2=81$.

**A tiny resistance.** If $R_i\to0$ with all time constants separate, $a_i$ dominates and

$$r_n\to R_i\prod_{j\ne i}\left(1-\frac{\tau_j}{\tau_i}\right)^2.$$

For $\tau=(10^{-5},\,3\times10^{-4},\,3\times10^{-3},\,0.02,\,0.1)$ s and a tiny third resistance, the product is about $2.70\times10^4$. Then $R_3=10^{-9}$ K/W gives $r_5=2.70\times10^{-5}$ K/W. For the first, fastest term the product is about $3.0\times10^{22}$. With resistances of ordinary size in the other terms, $R_1=10^{-9}$ K/W is therefore far from this limit, and $r_5$ is not small.

## Error analysis

Consider the close pair at $\delta=0$. Then $N$ and $D$ share the factor $1+s\tau_a$. The first $n-1$ rounds of (3) produce the ladder of the merged, $(n-1)$-term impedance, with nonzero divisors. They leave $N_0=0$ and $D=1+s\tau_a$. Near this point $N_0$ and $D_1$ are therefore smooth functions of the polynomial coefficients. A relative coefficient error $\varepsilon$ changes $N_0$ by about $\kappa\varepsilon$, where $\kappa$ tends to a constant, possibly zero, as $\delta\to0$. From (4) and (5),

$$\frac{\Delta r_n}{r_n}\approx\frac{\kappa\varepsilon}{r_n}\propto\frac{\varepsilon}{\delta^2},\qquad \frac{\Delta(r_nc_n)}{r_nc_n}=O(\varepsilon),$$

provided the limit of $\kappa$ is not zero. Among errors of the initial coefficients, the $\delta^{-2}$ loss comes from those of $D$. Rounding inside the divisions grows in the same way and, in fits like the example below, is of similar size. An error in $N$ alone leaves the time constants unchanged and alters $R_a$ and $R_b$ by $O(\varepsilon/\delta)$, so by (2) the relative change of $r_n$ is only $O(\varepsilon/\delta)$. The time constant of the last cell survives, but its division into $r_n$ and $c_n$ does not.

Errors in the Foster data act more weakly. Since $r_n\propto(\tau_a-\tau_b)^2$ at leading order,

$$\frac{\partial\ln r_n}{\partial\ln\tau_a}\approx\frac{2\tau_a}{\tau_a-\tau_b}=-\frac2\delta. \tag{6}$$

For the resistances, (2) gives $\partial\ln r_n/\partial\ln R_i=r_na_i$. These factors lie between 0 and 1 and add up to 1. The stronger $\delta^{-2}$ loss thus belongs to the passage through polynomial coefficients, and extra digits cure it. The factor $2/\delta$ belongs to the data, and no arithmetic removes it.

The junction impedance hides the loss. Beyond $r_{n-1}$ the ladder sees $r_n/(1+sr_nc_n)$. For $s=i\omega$ and real $r_nc_n$, its magnitude is at most $|r_n|$. Replacing one tiny $r_n$ by another, even a negative one, hardly changes $Z$.

## Worked example

Take round model parameters for a five-term fit: $R=(0.6,1.0,0.8,0.7,0.9)$ K/W and $\tau=(10^{-5},\,3\times10^{-4},\,0.0100,\,0.0101,\,0.1)$ s. The total is 4.0 K/W, and the pair has $\delta=0.01$. Division with 100 decimal digits gives:

| cell | $r$ (K/W) | $c$ (J/K) |
|---|---|---|
| 1 | 0.6706 | $1.575\times10^{-5}$ |
| 2 | 1.0283 | $2.898\times10^{-4}$ |
| 3 | 1.5819 | $6.398\times10^{-3}$ |
| 4 | 0.7164 | 0.1315 |
| 5 | 0.00276 | 3.65 |

The last resistance can be followed by hand. For the third term, (2) gives

$$a_3=\frac{1}{0.8\,(0.999)^2(0.97)^2(0.01)^2(9)^2}\approx164\ \text{W/K}.$$

Likewise $a_4\approx196$ and $a_5\approx1.7$ W/K, while $a_1$ and $a_2$ are negligible. Their sum, 362 W/K, gives $r_5=0.00276$ K/W.

The 3.65 J/K should not be read as a block of metal. Raise $\tau_3$ by 0.5%, which halves the gap. The last cell becomes $6.87\times10^{-4}$ K/W and 14.7 J/K: $r_5$ falls to 0.2485 of its value, close to the quarter expected from (5). Yet the step response changes by at most $1.47\times10^{-3}$ K/W, out of 4 K/W. If $\tau_3$ is known no better than this, $r_5$ and $c_5$ can each be wrong by a factor of about four.

### Closing the gap

With $R$ and the other $\tau_i$ fixed, the next table compares 100-digit division with double precision. The amplification $A$ is the sum of $|\partial\ln r_5/\partial\ln q|$ over all coefficients $q$ of $N$ and $D$, found by changing each by a relative $10^{-40}$ in 100-digit arithmetic.

| $\delta$ | $r_5$, 100 digits (K/W) | $r_5$, double (K/W) | $A$ |
|---|---|---|---|
| $10^{-2}$ | $2.764\times10^{-3}$ | $2.764\times10^{-3}$ | $2.1\times10^{5}$ |
| $10^{-4}$ | $2.839\times10^{-7}$ | $2.839\times10^{-7}$ | $2.1\times10^{9}$ |
| $10^{-6}$ | $2.840\times10^{-11}$ | $2.842\times10^{-11}$ | $2.1\times10^{13}$ |
| $10^{-8}$ | $2.840\times10^{-15}$ | $-2.0\times10^{-15}$ | $2.1\times10^{17}$ |
| $10^{-10}$ | $2.840\times10^{-19}$ | $2.9\times10^{-15}$ | $2.1\times10^{21}$ |

At $\delta=0.01$ double precision is harmless: its relative error is $2\times10^{-12}$, and the uncertainty of the fit is the real difficulty. At $10^{-8}$ the sign is wrong. At $10^{-10}$ the sign is right again, but the value is about $10^4$ times too large, so positive elements do not prove a correct ladder. In this last case the first four cells have relative errors of at most about $3.2\times10^{-15}$. The impedance, sampled between 1 and $10^6$ rad/s, is wrong by no more than $2.2\times10^{-15}$ K/W.

The size and sign of a single rounding error depend on the order of the operations, so another double-precision program can give different values, and even different signs, in the last two rows. For 60 fits at each gap, with the resistances and the separate time constants varied randomly by up to 20%, the median relative error of $r_5$ rises from $1.2\times10^{-9}$ at $\delta=10^{-3}$ to $1.0\times10^{-3}$ at $10^{-6}$. A power-law fit through four gaps has exponent $-1.97$, close to the predicted $-2$.

The separate sensitivities show the same division of blame. Between $\delta=10^{-4}$ and $10^{-6}$, the amplification from the $s^2$ coefficient of $D$ to $r_5$ grows from $9.8\times10^8$ to $9.8\times10^{12}$. To $r_5c_5$ it stays at 434. From $\tau_3$ to $r_5$ it grows from $2\times10^4$ to $2\times10^6$, as (6) requires.

## Diagnosis and remedies

First evaluate (2) and compare it with the last cell from the division. This checks the last cell only: a near cancellation among the fast terms can put the small, sensitive cell in the middle of the ladder while $r_n$ is accurate. Then compute $A$, and the same sum for every other $r_k$ and $c_k$. Rounding the coefficients contributes a relative error of up to about $A\varepsilon$ while this is small, and rounding during the division adds its own share.

If the ladder of the given numbers is wanted, work with the desired digits, plus $\log_{10}$ of the largest amplification over all elements rounded up, plus a few guard digits. The value for $r_n$ alone can be far too small. For $R=(0.8,0.7,1.0,0.6,0.9,0.5)$ K/W and $\tau=(10^{-6},\,1.0001\times10^{-6},\,10^{-4},\,10^{-2},\,1,\,100)$ s it is about 35, while the largest over all elements is about $10^9$. In the worked example the sensitive cell is the last one, and the count below uses $A$ for $r_5$. For $\delta=10^{-8}$, ten digits require $10+18+3=31$. With these, $r_5$ has a relative error of $2\times10^{-15}$. This accuracy refers to the stored inputs taken as exact. By (6), a relative uncertainty of $10^{-16}$ in one $\tau$ of the pair already means $2\times10^{-8}$ in $r_5$.

If the data do not resolve the pair, merge it. Use the resistance $R_a+R_b$ and the resistance-weighted mean $x_m$ of $x=\ln\tau$. To bound the error, set $g(x)=e^{-u}$ with $u=t/\tau=te^{-x}$. Since $du/dx=-u$,

$$g'=ue^{-u},\qquad g''=(u^2-u)e^{-u}.$$

The step response changes by $\sum_{i=a,b}R_i[g(x_i)-g(x_m)]$. The linear Taylor terms cancel by the choice of $x_m$. With $\sum_iR_i(x_i-x_m)^2=\frac{R_aR_b}{R_a+R_b}(x_a-x_b)^2$, this leaves

$$|\Delta Z_{\rm step}|\le\frac M2\,\frac{R_aR_b}{R_a+R_b}\ln^2\frac{\tau_a}{\tau_b},\qquad M=\max_u|(u^2-u)e^{-u}|.$$

The extrema satisfy $u^2-3u+1=0$. There $u^2-u=2u-1$. The root $(3+\sqrt5)/2$ gives 0.309. The other root gives a magnitude below $\sqrt5-2\approx0.236$, so $M=0.309$.

For the worked example the bound is

$$\tfrac12(0.309)\frac{0.8\times0.7}{1.5}(\ln1.01)^2=5.7\times10^{-6}\ \text{K/W}.$$

The largest difference found on a fine time grid agrees with it to the digits given. The merged ladder has resistances 0.6706, 1.0283, 1.5820 and 0.7191 K/W, nearly the first four of the original. Physically, the discarded cell tied the end of $r_4$ to ambient through a very small resistance and a large capacity. Merging removes that capacity but keeps the total resistance: the new $r_4$ takes over nearly all of $r_5$, and the other elements readjust slightly. In this example the step response then changes by no more than the $5.7\times10^{-6}$ K/W found above. Simply shorting $r_5$ in the original ladder would change it by $r_5$ itself, $2.8\times10^{-3}$ K/W.
